# Choosing the radial spline grid for relativistic nuclear recoil in 1s

An electron bound to a nucleus never holds the nucleus quite still. In a Dirac calculation with a fixed nucleus this motion is missing, and restoring it brings in more than a reduced mass: the nucleus answers the electron through the Coulomb field and through transverse photons, which take time to travel. The recoil energy is then a sum over all electron states, including those of negative energy, and over photon frequencies.

A relativistic atomic program can replace the continuum of states by a finite radial basis, such as B-splines. The user sets the innermost grid scale and the number of intervals. This guide derives what the recoil energy demands of these two settings for a 1s electron.

## What is to be summed

Atomic units are used, with \(c=1/\alpha\). The nucleus is a spinless point of charge \(Z\) and mass \(M\), at the origin. We keep first order in \(1/M\), treat the nuclear Coulomb field without expansion, and omit radiative loops.

At zero total momentum the nuclear momentum is minus that of the electron field, \(\hat{\mathbf p}\), and of the photons. The photon momentum acts here only on photons emitted and reabsorbed by the electron, so it belongs to the omitted loops. The nuclear kinetic energy is

\[
\frac{(\hat{\mathbf p}+Z\mathbf A(0)/c)^2}{2M}
=\frac{\hat{\mathbf p}^2}{2M}+\frac{Z}{Mc}\hat{\mathbf p}\cdot\mathbf A(0)+\frac{Z^2\mathbf A(0)^2}{2Mc^2}.
\]

The electron couples through \(\boldsymbol\alpha\cdot\mathbf A(\mathbf r)\). Let \(\Delta_n=\varepsilon_n-\varepsilon_a\) be measured from the 1s energy, and \(\mathbf p_n=\langle n|\mathbf p|a\rangle\). The 1s level itself drops out by parity.

**Coulomb part.** The operator \(\hat{\mathbf p}^2\) can lift the electron to an empty positive-energy state and back. It can also lift a filled negative-energy electron into \(a\), but that vacuum process is now blocked, so its contribution is removed:

\[
ME_C=\tfrac12\sum_n \operatorname{sgn}(\Delta_n)|\mathbf p_n|^2
=\tfrac12\langle p^2\rangle-\sum_{\rm neg}|\mathbf p_n|^2 .
\]

**One transverse photon.** In Coulomb gauge a photon of wavevector \(\mathbf k\) and energy \(\omega=ck\) carries the factor \((2\pi c^2/\omega)(\delta_{ij}-\hat k_i\hat k_j)e^{i\mathbf k\cdot\mathbf r}\). Second-order perturbation theory gives \(-\operatorname{sgn}(\Delta_n)/(\omega+|\Delta_n|)\), the sign again coming from blocking. Partial fractions give

\[
\int_0^\infty\!\frac{\Delta\,dw}{(w^2+\Delta^2)(w^2+\omega^2)}
=\frac{\pi\operatorname{sgn}\Delta}{2\omega(\omega+|\Delta|)} .
\]

Thus the sum over time orders becomes an integral along the imaginary frequency axis. Define

\[
\mathbf D(w)=\frac Zc\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{4\pi[\boldsymbol\alpha-\hat{\mathbf k}(\hat{\mathbf k}\cdot\boldsymbol\alpha)]}{k^2+w^2/c^2}e^{i\mathbf k\cdot\mathbf r},
\quad
X_n=2\,{\rm Re}\,\mathbf D_n^*\cdot\mathbf p_n .
\]

Then

\[
ME_1=-\frac1\pi\int_0^\infty\!dw\sum_n\frac{\Delta_n X_n(w)}{w^2+\Delta_n^2}.
\]

**Two transverse photons.** Let their energies be \(a,b\), and first take \(\Delta>0\). The nuclear vertex can come last, in the middle or first:

\[
\frac1{(\Delta+b)(a+b)}+\frac1{(\Delta+a)(\Delta+b)}+\frac1{(a+b)(\Delta+a)}
=\frac{2(\Delta+a+b)}{(a+b)(\Delta+a)(\Delta+b)} .
\]

Splitting \(1/[(w^2+a^2)(w^2+b^2)]\) into two fractions and using the previous integral gives

\[
\int_0^\infty\!\frac{\Delta\,dw}{(w^2+\Delta^2)(w^2+a^2)(w^2+b^2)}
=\frac{\pi(\Delta+a+b)}{2ab(a+b)(\Delta+a)(\Delta+b)} .
\]

Two ways of pairing the photons with \(\mathbf A^2\) cancel the \(1/2\) in its coefficient. For negative energies, \(\Delta\) becomes \(|\Delta|\) and the whole term changes sign. Hence

\[
ME_2=\frac1\pi\int_0^\infty\!dw\sum_n\frac{\Delta_n|\mathbf D_n(w)|^2}{w^2+\Delta_n^2}.
\]

These steps need every positive-energy state to lie above \(a\). For an excited state, levels coupled to it by \(\mathbf p\) can lie below it or coincide with it, as 2p\(_{1/2}\) does with 2s here. Such levels need separate treatment.

## Separating the large, known part

Since \(\int_0^\infty dw\,\Delta/(w^2+\Delta^2)=\tfrac{\pi}{2}\operatorname{sgn}\Delta\), adding and subtracting \(X_n(0)\) gives

\[
\begin{aligned}
ME_1={}&-\tfrac12\sum_nX_n(0)+\sum_{\rm neg}X_n(0)\\
&+\frac1\pi\int_0^\infty\!dw\sum_n\frac{\Delta_n[X_n(0)-X_n(w)]}{w^2+\Delta_n^2}.
\end{aligned}
\]

The first term joins \(\langle p^2\rangle/2\) in the low-order recoil. The rest, with \(-\sum_{\rm neg}|\mathbf p_n|^2\) and \(ME_2\), defines

\[
\Delta E_H=\frac{Z^5}{\pi c^3M}P,\qquad P=P_C+P_1+P_2 .
\]

To evaluate both pieces we need \(\mathbf D\) in space. With \(q=w/c\), \(E=e^{-qr}/r\) and \(f=(1-e^{-qr})/(q^2r)\), the Fourier integral is \((Z/c)[\boldsymbol\alpha E+(\boldsymbol\alpha\cdot\nabla)\nabla f]\). Put \(h=f'/r\). As \(\nabla^2f=-E\), we have \(f''=-E-2h\), and

\[
\mathbf D=\frac Zc\left[\boldsymbol\alpha(E+h)-\hat{\mathbf r}(\boldsymbol\alpha\cdot\hat{\mathbf r})(E+3h)\right].
\]

At \(w=0\), \(E=1/r\) and \(h=-1/(2r)\).

Write the 1s spinor as \((G\chi,-iF\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)/r\), with \(\chi\) a constant spinor normalized over the sphere. A vector operator leads to the p\(_{1/2}\) function \(A_i=\boldsymbol\sigma\cdot\hat{\mathbf r}\,\sigma_i\chi\) and the p\(_{3/2}\) function \(B_i=\hat r_i\chi-A_i/3\), whose squared norms summed over \(i\) are 3 and \(2/3\). Using \(\sigma_i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi=2B_i-A_i/3\), and removing a common factor \(-i\), the (large, small) radial sources of \(\mathbf D\) are

\[
\begin{aligned}
{\rm p}_{1/2}:&\quad -\frac{Z}{3c}\bigl(F(2E+4h),\;2GE\bigr),\\
{\rm p}_{3/2}:&\quad \frac Zc\bigl(F(E-h),\;G(E+3h)\bigr).
\end{aligned}
\]

For a point nucleus \(G\propto r^\gamma e^{-Zr}\) and \(F=-\rho G\), where \(\gamma=\sqrt{1-Z^2/c^2}\) and \(\rho=(Z/c)/(1+\gamma)\). With \(s=(\gamma-1)/r-Z\), the logarithmic derivative of \(G/r\), the gradient gives the sources of \(\mathbf p\):

\[
\tfrac13\bigl(sG,(s+2/r)F\bigr),\qquad \bigl(sG,(s-1/r)F\bigr).
\]

Weighting the products by 3 and \(2/3\), and using \(F^2/(G^2+F^2)=(1-\gamma)/2\) and \(-2GF/(G^2+F^2)=Z/c\), we find

\[
\begin{aligned}
\langle p^2\rangle&=\langle s^2\rangle+(1-\gamma)\langle r^{-2}\rangle,\\
\sum_nX_n(0)&=(1-\gamma^2)\langle r^{-2}\rangle .
\end{aligned}
\]

The density \(r^{2\gamma}e^{-2Zr}\) has \(\langle r^{-1}\rangle=Z/\gamma\) and \(\langle r^{-2}\rangle=2Z^2/[\gamma(2\gamma-1)]\). Expanding \(s^2\), the difference is

\[
Z^2+\frac{2Z^2(1-\gamma)}{\gamma}+(1-\gamma)(1-2\gamma)\langle r^{-2}\rangle=Z^2 .
\]

The low-order energy is therefore \(Z^2/(2M)\), and the basis is needed for \(P\) alone.

The subtraction is best made inside the matrix elements. For \(Z=1\), \(\sum_nX_n(0)=1.065\times10^{-4}\). Half of it, multiplied by \(\pi c^3\), is about 430 in units of \(P\), while \(P\) is about 5. A program should form \(\mathbf D(0)-\mathbf D(w)\) directly, with a power series when \(qr\) is small.

## Which distances matter

At small \(q\), \(E(0)-E(w)\simeq q\) and \(h(0)-h(w)\simeq-q/3\), so

\[
\mathbf D(0)-\mathbf D(w)\simeq\frac{2Zw}{3c^2}\boldsymbol\alpha .
\]

Between nonrelativistic states \(\boldsymbol\alpha\) acts as \(\mathbf p/c\). The one-photon integrand becomes

\[
w\frac{dP_1}{dw}\simeq\frac{4}{3Z^4}\sum_n\Delta_n|\mathbf p_n|^2\frac{w^2}{w^2+\Delta_n^2}.
\]

Two limits follow. For \(w\) well below the excitation energies, \(\sum_n|\mathbf p_n|^2/\Delta_n=3/2\), the oscillator-strength sum rule in three dimensions, gives \(2w^2/Z^4\). For \(Z^2\ll w\ll Zc\), the double commutator gives \(\sum_n\Delta_n|\mathbf p_n|^2=\tfrac12\langle\nabla^2V\rangle=2Z^4\), and the integrand approaches \(8/3\). This plateau produces a logarithm of \(c/Z\) in \(P_1\).

For \(Z=1\) the computed integrands, from the spline basis described below, are:

| \(w\) (eV) | \(w\,dP_1/dw\) | \(w\,dP_2/dw\) |
|---|---|---|
| \(10\) | 0.176 | 0.000 |
| \(10^3\) | 1.837 | −0.253 |
| \(10^5\) | 0.568 | −1.056 |
| \(10^6\) | 0.053 | −0.183 |
| \(10^7\) | 0.000 | −0.003 |

At 10 eV, or 0.367 hartree, the low-frequency law would give 0.27. The true value is smaller because \(w\) is already comparable with the excitation energies. At 1 keV the integrand is below \(8/3\): the window between \(Z^2\) and \(Zc\) is not wide enough for a full plateau.

The photon length \(c/w\) is about \(1973/w\) angstrom for \(w\) in eV. It is 2 angstrom at 1 keV, 0.02 at \(10^5\) eV and 0.002 at \(10^6\) eV. A grid made for the 1s density alone can miss the last two, where the two-photon integrand is −1.056 and −0.183. A suitable grid is logarithmic from far below \(1/c\) up to the atomic scale, and nearly uniform beyond it.

## The error made at the nucleus

There is a stricter demand on the innermost interval. As \(r\to0\), \(G/r\) and \(F/r\) tend to constants, apart from the weak factor \(r^{\gamma-1}\). The small-component sources \(GE\), \(G(E+3h)\) at \(w=0\), and \(F/r\) therefore stay finite. Splines that vanish at the nucleus cannot represent them there. Let \(e_p\) and \(e_D\) be the parts of the sources of \(\mathbf p\) and \(\mathbf D(0)\) left outside the basis.

At \(r\ll1/c\) the kinetic term, of order \(c/r\), exceeds both the rest energy \(c^2\) and, for \(Z\ll c\), the potential \(Z/r\). The radial Dirac operator then only couples \(G\) to \(F\). Reversing the sign of \(F\) reverses the energy, so the states form pairs \(\pm\varepsilon\). A source in the small component has equal weight on both members. Hence half of the missing weight belongs to negative energies:

\[
\begin{aligned}
\delta P_C&=-\frac{\pi c^3}{2Z^5}\sum_\kappa g_\kappa\langle e_p|e_p\rangle,\\
\delta P_1&=\frac{\pi c^3}{Z^5}\sum_\kappa g_\kappa\langle e_p|e_D\rangle .
\end{aligned}
\]

Here \(\kappa\) runs over p\(_{1/2}\) and p\(_{3/2}\), with \(g_\kappa=3,\,2/3\). In \(\delta P_1\) the factor 2 in \(X_n\) cancels the half. The frequency integrals need no correction at this order, since \(\Delta/(w^2+\Delta^2)\) has opposite signs for the two members. This completion is a leading-order result, and it assumes that the basis divides its own part of the sources correctly between positive and negative energies. For the splines of the example below, its relative corrections are of order \(Z/c\) and \(c\ell\), where \(\ell\) is the first interval.

The size of the loss also follows. The finite sources scale as \(Z^{5/2}/c\), so their squares over the length \(\ell\) give \(Z^5\ell/c^2\). Multiplication by \(\pi c^3/Z^5\) leaves a loss proportional to \(c\ell\), independent of \(Z\) while \(Z\ll c\). The interval must be short compared with \(1/c\), not merely with the atom.

## Worked example

Take \(Z=1\) and a round model mass \(M=2000\) electron masses. The basis uses B-splines of degree 7 for the large component and 6 for the small one. At the nucleus the large-component splines start as \(r^2\); the small-component ones start as \(r\) for p\(_{1/2}\) and as \(r^2\) for p\(_{3/2}\). The breakpoints are equally spaced in \(\ln(1+r/r_0)+r\), with \(r\) in bohr, out to 21.17 angstrom. One matrix diagonalization for each of p\(_{1/2}\) and p\(_{3/2}\) supplies all states. The frequency integral uses the trapezoidal rule in \(\ln w\), with 160 points.

| Setting or result | Finer grid | Coarser grid |
|---|---|---|
| \(r_0\) (angstrom) | \(2.12\times10^{-6}\) | \(5.29\times10^{-6}\) |
| Intervals | 130 | 90 |
| \(P\), no completion | 5.43003 | 5.43048 |
| \(P\), completed | 5.42990 | 5.42989 |

The first intervals follow from the spacing rule: \(0.54r_0=1.1\times10^{-6}\) and \(0.85r_0=4.5\times10^{-6}\) angstrom. Their ratio is about 4, while the completion shifts, \(-0.00013\) and \(-0.00059\), differ by a factor between 4 and 5. Strict proportionality is not expected, because the grids also differ in how fast their intervals grow. In magnitude the shifts are about \(0.43\,c\ell\) on the finer grid and \(0.51\,c\ell\) on the coarser one, with \(\ell\) in bohr. After completion the grids differ by \(10^{-5}\).

On the finer grid the parts are

\[
P=-1.3112+12.5675-5.8264=5.4299,
\]

in the order Coulomb, one-transverse, two-transverse. To three decimals \(P=5.430\). All of \(P_C\), and 0.305 of \(P_1\), comes from sums over negative-energy states alone.

With \(\pi c^3M=1.617\times10^{10}\),

\[
\Delta E_H=\frac{5.4299}{1.617\times10^{10}}
=3.358\times10^{-10}\ \text{hartree}
=9.138\times10^{-9}\ \text{eV}.
\]

The low-order recoil energy is \(6.803\times10^{-3}\) eV, larger by a factor of about \(7\times10^5\).

## Guidance

- **Innermost scale.** Choose the first interval from the error allowed in \(P\). For the splines of the example, without completion, the error is about \(0.5\,c\ell\). Other conditions at the nucleus change this coefficient and can reverse its sign. An error of \(10^{-4}\) needs \(\ell\) near \(8\times10^{-7}\) angstrom. The coefficient comes from two grids at \(Z=1\); its independence of \(Z\) is the small-\(Z/c\) estimate above.
- **Completion or a smaller scale.** For the splines of the example, completion is the simpler first choice while \(Z\ll c\), because it needs no further diagonalization. It leaves a fraction of order \(Z/c\) of the error, which is small for hydrogen but not for heavier ions. With other conditions at the nucleus it can leave most of the error in place, so check that the completed \(P\) no longer changes with \(\ell\). Shrinking \(\ell\) at fixed logarithmic spacing needs more intervals, and it raises the largest matrix eigenvalues as \(c/\ell\).
- **Number of intervals.** When \(r_0\) is reduced, add intervals so that the logarithmic spacing does not widen. For another charge, scale the outer grid and the box as \(1/Z\), the size of the 1s state.
- **Negative energies.** Keep them all. With positive-energy states alone, the separated formula gives \(P_C=0\), the original sum for \(ME_C\) keeps only half of \(P_C\), and \(P_2\) has the wrong sign.
- **Convergence.** Vary \(r_0\) and the number of intervals, and compare \(P\) rather than the 1s energy, which does not sample the same short distances.

These rules are for a point nucleus. A finite nuclear radius changes the sources near the origin and the low-order identity, so the completion and the separation must then be derived again. Nuclear spin, radiative recoil and terms of order \(1/M^2\) are also outside \(P\).
